# Splitting of silicon's Raman triplet under equal biaxial strain on (001)

A silicon layer stretched by 0.8 % along both in-plane axes of its (001) face contracts by about 0.62 % along the normal. With rough typical constants for silicon, the threefold optical vibration at 520 cm⁻¹ then becomes a single mode at 513.7 cm⁻¹ and a pair at 515.4 cm⁻¹. The single mode vibrates along the normal, the one cube axis along which the crystal has shortened, yet its frequency falls the most. Two derivations explain the pattern and express the size and sign of the splitting through the crystal's constants.

## The quantity to be found

Let x, y, z be the cube axes, with z normal to the layer. Tension is positive, and shear strains are tensor components. The layer is uniform, with

\[
\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon,\qquad \varepsilon_{zz}=\varepsilon_\perp,\qquad \varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=0 .
\]

Silicon has two atoms of mass \(M\) per primitive cell. In a zone-centre optical vibration the two sublattices move rigidly against each other. Let \(\mathbf u\) be their relative displacement, measured from the positions that a uniform strain would give, and \(E(\varepsilon,\mathbf u)\) the energy per cell. The forces on the two atoms are equal and opposite, so the relative motion has the reduced mass \(\mu=M/2\). Small vibrations about equilibrium obey

\[
\mu\,\Omega^2 e_i=\sum_j H_{ij}e_j,\qquad H_{ij}=\frac{\partial^2E}{\partial u_i\,\partial u_j},
\]

where \(\mathbf e\) is the polarisation and \(H\) is taken at the relaxed \(\mathbf u\). Silicon is not polar, so no macroscopic electric field separates longitudinal from transverse modes at the zone centre. In the unstrained crystal all three modes have the frequency \(\omega_0\).

Strain changes \(H\), and hence the squared frequency, so the natural unknown is \(\lambda=\Omega^2-\omega_0^2\).

## First derivation: the secular matrix

To first order in strain,

\[
\frac{H_{ij}}{\mu}=\omega_0^2\delta_{ij}+K_{ij},\qquad K_{ij}=\sum_{kl}K_{ijkl}\,\varepsilon_{kl}.
\]

The coefficients are symmetric in \(ij\), because \(H\) is a matrix of second derivatives, and in \(kl\), because strain is symmetric. The tetrahedral surroundings of an atom restrict them further.

A half-turn about x reverses y and z. A coefficient can survive it if y and z together occur an even number of times among its four indices. The half-turns about y and z give the same condition for the other pairs of axes. The numbers of x, y and z indices must therefore be all even or all odd. Three odd numbers cannot add up to four, so all are even. The survivors have the types \(K_{xxxx}\), \(K_{xxyy}\) and \(K_{xyxy}\). Threefold rotations about the bonds permute the axes cyclically, and the tetrahedron's mirror planes exchange two axes, so each type has one value:

\[
K_{xxxx}=p,\qquad K_{xxyy}=q,\qquad K_{xyxy}=r .
\]

In an off-diagonal element both \(\varepsilon_{xy}\) and \(\varepsilon_{yx}\) contribute, which gives a factor of two. The strained optical-phonon matrix is

\[
K=\begin{pmatrix}
p\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}) & 2r\varepsilon_{xy} & 2r\varepsilon_{xz}\\
2r\varepsilon_{xy} & p\varepsilon_{yy}+q(\varepsilon_{zz}+\varepsilon_{xx}) & 2r\varepsilon_{yz}\\
2r\varepsilon_{xz} & 2r\varepsilon_{yz} & p\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})
\end{pmatrix}.
\]

The equilibrium value of \(\mathbf u\) may itself change with strain. To first order \(u_m=\sum_{kl}\Lambda_{mkl}\varepsilon_{kl}\), with three indices. The half-turns again demand index counts of equal parity, and for a total of three each axis must occur once. Thus \(\varepsilon_{xy}\) can displace the sublattices along z, an effect included in \(r\), while normal strains do not displace them.

For the biaxial layer the shears vanish and

\[
K=\mathrm{diag}(\lambda_d,\lambda_d,\lambda_s),
\]
\[
\lambda_d=p\varepsilon+q(\varepsilon+\varepsilon_\perp)=(p+q)\varepsilon+q\varepsilon_\perp,\qquad
\lambda_s=p\varepsilon_\perp+2q\varepsilon .
\]

The characteristic equation is

\[
\det(K-\lambda\mathbf 1)=(\lambda_d-\lambda)^2(\lambda_s-\lambda)=0 .
\]

For \(\lambda_s\ne\lambda_d\), the root \(\lambda_s\) has its eigenvector along z: this is the singlet. The double root \(\lambda_d\) belongs to every direction in the plane: this is the doublet. Subtraction gives

\[
\lambda_s-\lambda_d=p\varepsilon_\perp+2q\varepsilon-(p+q)\varepsilon-q\varepsilon_\perp=(p-q)(\varepsilon_\perp-\varepsilon).
\]

The top face carries no normal stress. Hooke's law for a cubic crystal gives

\[
0=\sigma_{zz}=C_{11}\varepsilon_\perp+2C_{12}\varepsilon
\quad\Rightarrow\quad
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\]

To pass from squared frequencies to frequencies, write \(\Omega_s^2-\Omega_d^2=\lambda_s-\lambda_d\) and factor the left side:

\[
\Omega_s-\Omega_d=\frac{\lambda_s-\lambda_d}{\Omega_s+\Omega_d}.
\]

The numerator is already of first order, so the denominator may be replaced by \(2\omega_0\):

\[
\boxed{\;\Omega_s-\Omega_d\simeq-\frac{p-q}{2\omega_0}\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon\;}
\]

For \(p>q\), as in silicon, tension puts the singlet below the doublet and compression puts it above.

### The numbers

The rough inputs are \(\omega_0=520\) cm⁻¹, \((p-q)/\omega_0^2=0.46\), \(C_{11}=166\) GPa and \(C_{12}=64\) GPa. The last input is the Grüneisen parameter \(\gamma=-d\ln\Omega/d\ln V=1.0\). Under a uniform strain \(\eta\) in all directions, \(\lambda=(p+2q)\eta\), the relative frequency change is \(\lambda/(2\omega_0^2)\), and the relative volume change is \(3\eta\). Hence

\[
\gamma=-\frac{p+2q}{6\omega_0^2}.
\]

The two conditions \(p+2q=-6\omega_0^2\) and \(p-q=0.46\,\omega_0^2\) give \(q=-2.153\,\omega_0^2\) and \(p=-1.693\,\omega_0^2\). With \(2C_{12}/C_{11}=0.771\), the normal strain is \(-0.771\times0.8\,\%=-0.617\,\%\). Then

\[
\frac{\lambda_s}{\omega_0^2}=(-1.693)(-0.00617)+2(-2.153)(0.008)=-0.0240,
\]
\[
\frac{\lambda_d}{\omega_0^2}=(-3.847)(0.008)+(-2.153)(-0.00617)=-0.0175 .
\]

Half of each, times 520 cm⁻¹, gives linear shifts of −6.24 and −4.55 cm⁻¹, and a splitting of −1.69 cm⁻¹. Keeping the square roots gives −1.71 cm⁻¹.

The arithmetic answers the opening question. The contraction along z does raise the singlet, through \(p\varepsilon_\perp>0\). The two in-plane extensions lower it through \(2q\varepsilon\), which is more than three times larger. A vibration here responds more strongly to strain across its direction than along it, since \(|q|>|p|\). The singlet has two extended axes across it; each doublet mode has one extended and one contracted.

## Second derivation: symmetry and superposition

The same result follows without a fourth-rank tensor. Begin with the symmetry that the strained crystal keeps. Each atom still has half-turns about x, y and z, and a quarter-turn about z combined with inversion, which takes \((x,y,z)\) to \((y,-x,-z)\).

No nonzero vector is unchanged by all three half-turns, so there is no force on the sublattices at \(\mathbf u=0\). The half-turn about x reverses the signs of \(H_{xy}\) and \(H_{xz}\), which must therefore vanish; the half-turn about y removes \(H_{yz}\). The last operation exchanges \(H_{xx}\) and \(H_{yy}\), which must be equal. Hence

\[
H=\mu\,\mathrm{diag}(\Omega_d^2,\Omega_d^2,\Omega_s^2).
\]

No expansion in strain has been made. The singlet and doublet persist at finite strain as long as the lattice keeps this symmetry and remains stable.

Now separate the strain into a uniform part \(\eta\) and a tetragonal part \(t\):

\[
\eta=\frac{2\varepsilon+\varepsilon_\perp}{3},\qquad t=\varepsilon_\perp-\varepsilon,
\qquad \varepsilon=\eta-\frac t3,\qquad \varepsilon_\perp=\eta+\frac{2t}{3}.
\]

The uniform part leaves the crystal cubic and shifts all three modes together. By the definition of \(\gamma\), that shift is \(-6\gamma\omega_0^2\eta\).

The tetragonal part has strains \((-t/3,-t/3,2t/3)\) and keeps the volume to first order. Let it shift the z mode by \(\alpha t\) and the in-plane modes by \(\beta t\). Add to it equal distortions along x and y:

\[
\left(-\tfrac t3,-\tfrac t3,\tfrac{2t}3\right)+\left(\tfrac{2t}3,-\tfrac t3,-\tfrac t3\right)+\left(-\tfrac t3,\tfrac{2t}3,-\tfrac t3\right)=(0,0,0).
\]

The total strain is zero, so the total shift of the z mode is zero. The first distortion gives it \(\alpha t\). For each of the other two, the z mode is transverse to the distortion axis, and cubic symmetry assigns it \(\beta t\). To first order the shifts add, so

\[
\alpha+2\beta=0 .
\]

With \(s=\alpha-\beta\), this gives \(\alpha=2s/3\) and \(\beta=-s/3\). Therefore

\[
\lambda_s=-6\gamma\omega_0^2\eta+\frac{2s}{3}t,\qquad
\lambda_d=-6\gamma\omega_0^2\eta-\frac{s}{3}t,\qquad
\lambda_s-\lambda_d=s\,t .
\]

Comparison with the matrix result identifies \(s=p-q\). The singlet moves from the common centre by twice as much as the doublet, in the opposite direction.

The stress can be used directly. Let the in-plane stress be \(\sigma\) and the normal stress zero. Subtracting the two lines of Hooke's law,

\[
\sigma=\sigma_{xx}-\sigma_{zz}=(C_{11}-C_{12})(\varepsilon-\varepsilon_\perp)=-(C_{11}-C_{12})\,t,
\]

so that

\[
\Omega_s-\Omega_d\simeq\frac{s\,t}{2\omega_0}=-\frac{p-q}{2\omega_0}\,\frac{\sigma}{C_{11}-C_{12}} .
\]

This agrees with the boxed formula. The in-plane line of Hooke's law gives

\[
\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_\perp
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}\,\varepsilon ,
\]

and division by \(C_{11}-C_{12}\) restores the factor \(1+2C_{12}/C_{11}\).

In the example the modulus is 181 GPa and the stress is 1.45 GPa. The splitting is −1.17 cm⁻¹ per GPa, or −2.12 cm⁻¹ per percent of in-plane strain. The volume part moves the centre of the triplet by

\[
-\gamma\omega_0(2\varepsilon+\varepsilon_\perp)=-520(0.016-0.00617)=-5.11\ \text{cm}^{-1}.
\]

The singlet lies two thirds of 1.69 cm⁻¹ below that centre, and the doublet one third above it. This recovers −6.24 and −4.55 cm⁻¹.

Two limits follow. Under hydrostatic stress \(t=0\), and the triplet shifts without splitting. If the normal strain were held at zero, \(t\) would be \(-\varepsilon\), and the splitting at the same in-plane strain would be smaller by the factor \(1/1.771\). More than two fifths of the free layer's splitting thus comes from its contraction along z.

## What each derivation assumes

Both take a uniform strain, a zone-centre vibration and a linear response. The first assumes linearity at the start and gives a matrix for any small strain. The second uses it later, to add distortions, so it shows that the degeneracy pattern survives beyond linear order. The ratio 2 to −1 about the volume-shifted centre does not have that protection. The second route, as given, does not treat shear.

The matrix shows what happens when the in-plane strains differ by \(\delta=\varepsilon_{xx}-\varepsilon_{yy}\). The doublet then separates by \((p-q)\delta/(2\omega_0)\) in frequency. For a difference of 5 % of the strain, \(\delta=0.0004\) and the gap is 0.05 cm⁻¹. If the unequal directions lie along the in-plane diagonals, the difference appears as \(\varepsilon_{xy}\), and the doublet becomes \(\lambda_d\pm2r\varepsilon_{xy}\).

Neither derivation fixes the sign of \(p-q\). The Stillinger–Weber potential shows this. With lengths in units of 0.20951 nm and energies in units of 2.1683 eV, its bond and angle energies are

\[
\phi(\rho)=7.049556277\left(\frac{0.6022245584}{\rho^4}-1\right)e^{1/(\rho-1.8)},
\]
\[
h(\rho_1,\rho_2,\theta)=21\,e^{1.2/(\rho_1-1.8)+1.2/(\rho_2-1.8)}\left(\cos\theta+\tfrac13\right)^2 .
\]

The energy per cell is the sum of \(\phi\) over four bonds plus twice the sum of \(h\) over their six pairs, because each angle occurs at both atoms. Differentiating twice in \(\mathbf u\), and taking central differences with strains of \(\pm10^{-4}\) along x, gives \(p=-1.85\,\omega_0^2\) and \(q=-1.47\,\omega_0^2\), with \(\omega_0\) the potential's own frequency. Here \(p<q\). A biaxially strained cell whose normal strain is set by zero normal force has \(d\lambda_s/d\varepsilon=-1.07\,\omega_0^2\) and \(d\lambda_d/d\varepsilon=-1.84\,\omega_0^2\). In this potential tension leaves the singlet above the doublet, opposite to silicon. The 1+2 pattern is the same, but the potential is unsuitable for predicting silicon's splitting.

It can still suggest the size of terms beyond linear order. At 0.8 % tension, its frequencies, scaled to 520 cm⁻¹, differ from those given by its own linear \(\lambda\) by −0.10 cm⁻¹ for the singlet and −0.07 cm⁻¹ for the doublet. The splitting changes by −0.03 cm⁻¹. Given the wrong sign of \(p-q\), these are indications of magnitude rather than corrections to apply.

## Which modes a Raman measurement sees

The Raman coefficient \(R_{ijk}\) gives the change of polarisability \(ij\) caused by displacement \(k\). The half-turns require its three indices to be all different, in the strained crystal as well. Light travelling along z has its incident and scattered fields in the xy plane, so \(i\) and \(j\) can be x and y, and \(k\) must be z. Ideal backscattering from (001) therefore shows the singlet and not the doublet. The layer itself then gives one shifted peak, with no visible splitting.

The coefficient for reading that peak is the singlet's, −7.80 cm⁻¹ per percent strain or −4.32 cm⁻¹ per GPa. The doublet's coefficient, −5.68 cm⁻¹ per percent, would turn the example's 0.80 % into \(6.24/5.68=1.10\,\%\).

A wide lens relaxes the selection rule. For a numerical aperture of 0.9 and a rough refractive index of 4.2, the outermost ray travels inside silicon at \(\theta=\arcsin(0.9/4.2)=12.4^\circ\) to the normal. Let it return along itself with both fields in the plane of incidence, \((\cos\theta,0,-\sin\theta)\). The y mode then has the amplitude \(2\sin\theta\cos\theta\), relative to the singlet with fields along x and y, if the strain's effect on the Raman coefficients is ignored. Its relative intensity is \(\sin^2 2\theta=0.18\). This describes one ray in thick silicon, not the average over the lens. In a layer much thinner than the wavelength and lying on oxide, waves reflected from the interfaces below change the ratio of normal to in-plane field. The value then depends on the oxide thickness and can be several times smaller.

## The layer as a device material

The example represents a 15 nm strained-silicon layer on oxide; its thickness and tension are rough typical values. If the oxide rests on a silicon wafer, visible light passes through so thin a layer and also excites the wafer. The wafer's unshifted peak near 520 cm⁻¹ can then be much stronger than the layer's and must not be mistaken for it. Ultraviolet light, which silicon absorbs more strongly, reduces the wafer's share. A rough natural linewidth of 3 cm⁻¹ exceeds the splitting, which is 0.57 of it, so the two peaks would overlap even where both are allowed. Confinement matters little. Near the zone centre the frequency falls by about \(D(ka/2\pi)^2\), where \(k\) is the wavenumber and \(a\) the lattice constant, and the longest standing wave in a layer of thickness \(d\) has \(k=\pi/d\). The shift is then \(-D[a/(2d)]^2\). With a rough dispersion coefficient \(D\) of 100 cm⁻¹ and a lattice constant of 0.543 nm, it is \(-100\,[0.543/(2\times15)]^2=-0.03\) cm⁻¹. Temperature matters more. With a rough slope of −0.02 cm⁻¹ per kelvin, 20 K of laser heating shifts the peak by −0.4 cm⁻¹ and imitates 0.05 % of extra tension; operation 100 K hotter shifts it by −2 cm⁻¹, more than the splitting. A value of \(\gamma\) larger by 10 %, with \(p-q\) held fixed, moves the singlet by a further −0.51 cm⁻¹ but leaves the linear splitting unchanged. Patterned devices break the assumption of equal in-plane strain, because a narrow stripe can relax across its width. If the strains along the cube axes differ by half of 0.8 %, the linear formula separates the doublet by about 0.5 cm⁻¹. Stripes on (001) wafers more often run along [110]. The same difference is then a shear \(\varepsilon_{xy}=0.002\), and the gap is \(2|r|\varepsilon_{xy}/\omega_0\), about 1.5 cm⁻¹ for a rough typical \(r=-0.71\,\omega_0^2\). In either case a single biaxial stress no longer describes the layer.

All numerical values are calculated from the stated model.
